# The slowest thermal time constant of a wafer cooled at one face

## Problem

A flat silicon wafer has thickness \(L=700\) micrometres and thermal diffusivity \(D=0.89\ \mathrm{cm^2/s}\). One face is held at the coolant temperature and the other is thermally insulated. The wafer is warm at first, and no heat is generated in it afterwards. Find the slowest time constant with which it cools.

Heat flows through the thickness alone, and the material properties are constant. Let \(x\) run from the cold face, \(x=0\), to the insulated face, \(x=L\), and let \(\theta(x,t)\) be the excess of the wafer temperature over the coolant temperature. A time constant is the time in which a temperature pattern of fixed shape shrinks by the factor \(e\).

## A tempting solution

Let the wafer have area \(A\), thermal conductivity \(\kappa\) and heat capacity per volume \(c\). Its thermal resistance from face to face and its total heat capacity are

\[
R=\frac{L}{\kappa A},\qquad C=cAL .
\]

Treat the wafer as one capacitor that discharges through one resistor:

\[
C\frac{d\theta}{dt}=-\frac{\theta}{R}
\quad\Rightarrow\quad \theta\propto e^{-t/(RC)} .
\]

The area cancels in the product, and \(D=\kappa/c\) by definition, so

\[
RC=\frac{L}{\kappa A}\,cAL=\frac{cL^2}{\kappa}=\frac{L^2}{D}
=\frac{0.004900\ \mathrm{cm^2}}{0.89\ \mathrm{cm^2/s}}=5.506\ \mathrm{ms}.
\]

The answer would be 5.5 ms.

## Where it fails

The values of \(R\) and \(C\) are correct, and so is the solution of the circuit equation. The fault is the circuit. It places the whole heat capacity behind the whole resistance, as if all the heat were stored at the insulated face and had to cross the full thickness to escape. In the wafer the heat is stored along the resistance. Heat that starts at depth \(x\) has only the resistance \(Rx/L\) between it and the coolant.

The estimate is therefore too long. To find by how much, we need the temperature profile that the wafer takes up while it cools.

## The right solution

**The heat equation.** Consider a slice between \(x\) and \(x+dx\). By Fourier's law the heat current in the \(+x\) direction is \(-\kappa A\,\partial\theta/\partial x\). The slice gains what enters at \(x\) minus what leaves at \(x+dx\):

\[
cA\,dx\,\frac{\partial\theta}{\partial t}
=-\kappa A\left.\frac{\partial\theta}{\partial x}\right|_{x}
+\kappa A\left.\frac{\partial\theta}{\partial x}\right|_{x+dx}
=\kappa A\,\frac{\partial^2\theta}{\partial x^2}\,dx .
\]

Dividing by \(cA\,dx\) gives

\[
\frac{\partial\theta}{\partial t}=D\,\frac{\partial^2\theta}{\partial x^2},
\qquad \theta(0,t)=0,\qquad
\left.\frac{\partial\theta}{\partial x}\right|_{x=L}=0 .
\]

The first boundary condition states ideal cooling. The second states that no heat crosses the insulated face.

**Patterns of fixed shape.** Insert \(\theta=X(x)\,e^{-t/\tau}\) and cancel the exponential:

\[
-\frac{1}{\tau}X=DX''
\quad\Rightarrow\quad X''=-\frac{1}{D\tau}X .
\]

The sign of \(\tau\) follows from the boundary conditions. Multiply by the complex conjugate \(X^*\), integrate over the thickness, and integrate the left side by parts:

\[
\bigl[X^*X'\bigr]_0^L-\int_0^L|X'|^2dx=-\frac{1}{D\tau}\int_0^L|X|^2dx .
\]

The bracket vanishes at \(x=0\) because \(X=0\) there, and at \(x=L\) because \(X'=0\) there. Hence

\[
\frac{1}{\tau}=D\,\frac{\int_0^L|X'|^2dx}{\int_0^L|X|^2dx}.
\]

This is real and not negative. It could be zero only for a constant \(X\), which the cold face would force to be zero everywhere. Every pattern therefore decays, and we may write \(1/\tau=Dk^2\) with \(k>0\).

The general solution of \(X''=-k^2X\) is \(X=a\sin kx+b\cos kx\). The cold face requires \(b=0\). The insulated face requires \(ak\cos kL=0\), and \(a\) must not vanish, so

\[
k_n=\frac{(2n-1)\pi}{2L},\qquad
\tau_n=\frac{1}{Dk_n^2}=\frac{4L^2}{(2n-1)^2\pi^2D},\qquad n=1,2,3,\dots
\]

The longest of these times belongs to \(n=1\), a quarter of a sine wave across the thickness:

\[
\boxed{\tau_1=\frac{4L^2}{\pi^2D}}
\]

With \(\pi^2/4=2.467401\),

\[
\tau_1=\frac{5.506\ \mathrm{ms}}{2.467401}=2.231\ \mathrm{ms}.
\]

Since \(D\) is given to two figures, the answer is about 2.2 ms, or 0.0022 s. The given \(D\) is a value for silicon near room temperature. It falls by about 5% for a rise of 10 K and by a fifth or more at 350 K, where the time constant is nearer 2.8 ms. The next time constant is nine times shorter, \(\tau_2=0.248\) ms.

**The size of the fault.** In the slowest pattern, let the insulated face have excess temperature \(\theta_L\), so that \(\theta=\theta_L\sin(\pi x/2L)\). The stored heat is

\[
Q=cA\theta_L\int_0^L\sin\frac{\pi x}{2L}\,dx
=cA\theta_L\,\frac{2L}{\pi}=\frac{2}{\pi}\,C\theta_L ,
\]

and the heat current into the coolant is

\[
P=\kappa A\left.\frac{\partial\theta}{\partial x}\right|_{x=0}
=\kappa A\theta_L\,\frac{\pi}{2L}=\frac{\pi}{2}\,\frac{\theta_L}{R}.
\]

The single circuit uses \(C\theta_L\) and \(\theta_L/R\) instead. It overstates the stored heat by \(\pi/2\), because most of the wafer is cooler than its insulated face. It understates the outflow by the same factor, because the profile is steeper at the cold face than a straight line. As \(Q\) decays at the rate \(P=Q/\tau\),

\[
\tau=\frac{Q}{P}=\frac{2/\pi}{\pi/2}\,RC=\frac{4}{\pi^2}\,RC ,
\]

in agreement with \(\tau_1\). The two errors multiply to \(\pi^2/4\), the factor between 5.506 ms and 2.231 ms.

## Can any initial state cool more slowly?

We have found the slowest pattern of fixed shape. A general initial temperature does not keep its shape, so it needs an argument of its own. Write \(k=\pi/(2L)\) and start from an integral that cannot be negative:

\[
0\le\int_0^L\bigl(\theta'-k\cot(kx)\,\theta\bigr)^2dx
=\int_0^L\theta'^2dx-2k\int_0^L\cot(kx)\,\theta\theta'\,dx
+k^2\int_0^L\cot^2(kx)\,\theta^2dx .
\]

The prime denotes \(\partial/\partial x\). In the middle term use \(2\theta\theta'=(\theta^2)'\) and integrate by parts, with \((\cot kx)'=-k/\sin^2kx\):

\[
-k\int_0^L\cot(kx)\,(\theta^2)'dx
=-k\bigl[\cot(kx)\,\theta^2\bigr]_0^L
-k^2\int_0^L\frac{\theta^2}{\sin^2kx}\,dx .
\]

The bracket vanishes at \(x=L\) because \(\cot(\pi/2)=0\). Near \(x=0\), \(\theta^2\) is proportional to \(x^2\) while the cotangent grows as \(1/(kx)\), so the product vanishes there too. Since \(\cot^2kx-1/\sin^2kx=-1\), what remains is

\[
\int_0^L\theta'^2dx\ \ge\ k^2\int_0^L\theta^2dx .
\]

Now follow \(E(t)=\int_0^L\theta^2dx\). The heat equation and one integration by parts, whose boundary term vanishes as before, give

\[
\frac{dE}{dt}=2D\int_0^L\theta\theta''dx=-2D\int_0^L\theta'^2dx
\le-2Dk^2E=-\frac{2}{\tau_1}E .
\]

Thus \(E\,e^{2t/\tau_1}\) never increases, and \(E(t)\le E(0)\,e^{-2t/\tau_1}\). The root-mean-square excess temperature is proportional to \(\sqrt E\), so it falls at least as fast as \(e^{-t/\tau_1}\). The quarter sine wave attains this limit. The bound is for the root-mean-square value. The temperature at one point, or the total stored heat, can stay above its initial value times \(e^{-t/\tau_1}\) by a constant factor. For example, after a uniform start the insulated face does so by \(4/\pi\) at late times, as shown below. Such a factor does not change the late decay rate, which is never slower than \(1/\tau_1\).

The inequality also provides an estimate by hand. For any smooth profile with \(\theta(0)=0\), the ratio \(L^2\int\theta'^2dx/\int\theta^2dx\) is at least \(\pi^2/4\). With \(s=x/L\), the parabola \(\theta=2s-s^2\) is zero at the cold face and flat at the insulated one. Its ratio is

\[
\frac{\int_0^1(2-2s)^2ds}{\int_0^1(2s-s^2)^2ds}
=\frac{4/3}{4/3-1+1/5}=\frac{4/3}{8/15}=\frac52 .
\]

This gives \(\tau\approx\tfrac25RC=2.20\) ms, slightly below \(\tau_1\), as the inequality demands. Minimizing the ratio numerically over polynomials that vanish at the cold face gives 2.485962 for degree 2 and 2.467401 for degree 5. The latter agrees with \(\pi^2/4\) to the digits shown.

## A thermal network that works

The circuit picture can be repaired by dividing the wafer. Cut it into \(N\) equal cells and put a capacitance \(C/N\) at the centre of each. Neighbouring centres are joined by \(R/N\). The first centre is half a cell from the cold face, so it is joined to the coolant by \(R/(2N)\). For an inner cell,

\[
\frac{C}{N}\frac{d\theta_j}{dt}
=\frac{\theta_{j-1}-\theta_j}{R/N}+\frac{\theta_{j+1}-\theta_j}{R/N}
\quad\Rightarrow\quad
\frac{d\theta_j}{dt}=\frac{N^2}{RC}\,(\theta_{j-1}-2\theta_j+\theta_{j+1}).
\]

The end cells obey the same equation if two fictitious temperatures are added. At the cold end the current to the coolant is \(2N\theta_1/R\), which equals \((\theta_1-\theta_0)N/R\) if \(\theta_0=-\theta_1\). At the insulated end no current flows if \(\theta_{N+1}=\theta_N\).

Try \(\theta_j=\sin[(j-\tfrac12)\varphi]\,e^{-t/\tau}\). The cold-end condition holds, since \(\sin(-\varphi/2)=-\sin(\varphi/2)\). The other end requires

\[
\sin[(N+\tfrac12)\varphi]-\sin[(N-\tfrac12)\varphi]
=2\cos(N\varphi)\sin(\varphi/2)=0 ,
\]

so \(\varphi=(2m-1)\pi/(2N)\) with \(m=1,\dots,N\). For the sine pattern, \(\theta_{j-1}+\theta_{j+1}=2\cos\varphi\,\theta_j\), and \(2\cos\varphi-2=-4\sin^2(\varphi/2)\). The decay rate is therefore \(4N^2\sin^2(\varphi/2)/(RC)\). It is smallest for \(m=1\), which gives

\[
\tau_1(N)=\frac{RC}{4N^2\sin^2\!\bigl(\pi/(4N)\bigr)} .
\]

For large \(N\), use \(\sin^2z\approx z^2(1-z^2/3)\) with \(z=\pi/(4N)\):

\[
\tau_1(N)\approx\frac{4}{\pi^2}RC\left(1+\frac{\pi^2}{48N^2}\right).
\]

The network tends to the continuous wafer, with an error that falls as \(1/N^2\). One cell gives \(RC/2=2.753\) ms, which is 23% above \(\tau_1\). Two cells give 2.350 ms and five give 2.250 ms, which are 5% and 0.8% above it. Even the one-cell network is much better than the tempting solution, because its capacitor sits at mid-thickness, behind half the resistance.

## Reading the cooling curve

Let the whole wafer start at a uniform excess \(\theta_s=10\) K. Expand this as \(\theta_s=\sum_n b_n\sin k_nx\). Such an expansion exists: reflecting the profile about \(x=L\) turns it into an ordinary Fourier sine series on an interval of length \(2L\), and the symmetry removes the sines that are odd about \(x=L\). The remaining sines are orthogonal, and each has \(\int_0^L\sin^2k_nx\,dx=L/2\), so

\[
b_n=\frac{2\theta_s}{L}\int_0^L\sin k_nx\,dx
=\frac{2\theta_s}{Lk_n}(1-\cos k_nL)=\frac{4\theta_s}{(2n-1)\pi},
\]

where \(\cos k_nL=0\) was used. At the insulated face \(\sin k_nL=(-1)^{n-1}\), and therefore

\[
\theta(L,t)=\theta_s\sum_{n=1}^{\infty}\frac{4(-1)^{n-1}}{(2n-1)\pi}\,e^{-t/\tau_n}.
\]

The slowest term alone is \((12.732\ \mathrm{K})\,e^{-t/\tau_1}\). It compares with the full series as follows.

| Time (ms) | Full series (K) | Slowest term (K) |
|---|---|---|
| 0.100 | 10.000 | 12.174 |
| 2.231 | 4.683 | 4.684 |
| 5.000 | 1.354 | 1.354 |

At 0.1 ms the insulated face has not yet responded. The diffusion length \(\sqrt{Dt}\) is then about 0.009 cm, much less than the thickness of 0.07 cm. The slowest term is too high by 2.2 K, and the faster terms must correct it. At \(t=\tau_1\) the second term has shrunk by \(e^{-9}\), and a single exponential describes the face well.

The prefactor \(4/\pi\) matters when a time constant is read from such a curve. At \(t=\tau_1\) the insulated face still has 47% of its initial excess, not \(1/e\), or 37%. It reaches 37% when \((4/\pi)e^{-t/\tau_1}=e^{-1}\), that is, at

\[
t=\tau_1\left(1+\ln\frac4\pi\right)\approx2.77\ \mathrm{ms}.
\]

The time constant should be taken from the late slope of \(\ln\theta\), where the prefactor drops out. Applied to the computed cooling of a 200-cell network, this gives 2.231 ms. The tempting solution would leave \(10\,e^{-5/5.506}\approx4.0\) K at 5 ms, about three times the value in the table.

## When the cooling is not ideal

**A contact resistance.** Suppose a resistance \(R_c\) without heat capacity lies between the wafer and the coolant, and define \(\mathrm{Bi}=R/R_c\), the Biot number. The current that leaves the wafer must cross the contact:

\[
\kappa A\,\theta'(0)=\frac{\theta(0)}{R_c}=\mathrm{Bi}\,\frac{\kappa A}{L}\,\theta(0)
\quad\Rightarrow\quad L\,\theta'(0)=\mathrm{Bi}\,\theta(0).
\]

The pattern \(\cos[\beta(1-x/L)]\) has zero slope at \(x=L\). At \(x=0\) its value is \(\cos\beta\) and its slope is \((\beta/L)\sin\beta\), so

\[
\beta\tan\beta=\mathrm{Bi},\qquad \tau=\frac{L^2}{D\beta^2}.
\]

Between 0 and \(\pi/2\) the left side rises from zero without limit, so the smallest root lies below \(\pi/2\). The contact therefore lengthens the time constant. For \(\mathrm{Bi}=10\) the root is \(\beta=1.4289\) and \(\tau=2.697\) ms, 21% above \(\tau_1\). A contact with a tenth of the wafer's resistance is thus enough to spoil the value 2.2 ms.

When the contact dominates, \(\mathrm{Bi}\) and \(\beta\) are small. Then \(\beta\tan\beta\approx\beta^2(1+\beta^2/3)\), so \(1/\beta^2\approx1/\mathrm{Bi}+1/3\), and

\[
\tau\approx R_cC+\frac{RC}{3}.
\]

To leading order this is one capacitor and one resistor, but the resistor is the contact. The lumped picture is sound when the main resistance lies outside the body that stores the heat. The wafer's own resistance then enters with the weight \(1/3\), not 1.

**Two cold faces.** If the face at \(x=L\) is also held at the coolant temperature, the condition \(\cos kL=0\) is replaced by \(\sin kL=0\). The smallest wavenumber becomes \(\pi/L\), twice the earlier one, and the time constant falls to \(\tau_1/4=0.558\) ms. The slowest pattern is now \(\sin(\pi x/L)\), which is symmetric about the middle plane. In this pattern no heat crosses that plane, so each half acts as a wafer of thickness \(L/2\) cooled at one face and insulated at the other.

The value of about 2.2 ms thus belongs to one cold face with negligible contact resistance and one insulated face. A wafer mounted on a real cooler is usually far from this limit. Silicon conducts about 150 W/(m K) near room temperature, so a layer of thermal grease 10 micrometres thick, with a conductivity of 2 W/(m K), has about the same resistance as the whole wafer. For \(\mathrm{Bi}=1\) the equation \(\beta\tan\beta=1\) has the root \(\beta=0.860\), and the time constant is already 7.4 ms. This counts the grease alone. The resistance between the cooler surface and the coolant adds to \(R_c\) and is often the larger part. A heat transfer coefficient of \(10^5\ \mathrm{W/(m^2\,K)}\) in series with the grease, with no heat capacity in the cooler, gives about 20 ms. The numerical output below includes the network results for \(\mathrm{Bi}=10\) and for two cold faces.

## Calculated quantities

```
thickness L = 0.0700 cm
diffusivity D = 0.89 cm^2/s
L^2 = 0.004900 cm^2
L^2/D = RC = 5.506 ms
pi^2/4 = 2.467401
k_1 = pi/(2L) = 22.440 1/cm
slowest rate 1/tau_1 = 448.2 1/s
tau_1 = 2.231 ms = 0.002231 s
tau_2 = 0.248 ms
network, 1 cells: slowest tau = 2.753 ms
network, 2 cells: slowest tau = 2.350 ms
network, 5 cells: slowest tau = 2.250 ms
network, 20 cells: slowest tau = 2.232 ms
network, 200 cells: slowest tau = 2.231 ms
minimum ratio, polynomial degree 1: 3.000000
minimum ratio, polynomial degree 2: 2.485962
minimum ratio, polynomial degree 5: 2.467401
initial excess temperature = 10.0 K
one-term value at t = 0: 12.732 K
t = 0.100 ms: series 10.000 K, one term 12.174 K, network 10.000 K
t = 2.231 ms: series 4.683 K, one term 4.684 K, network 4.683 K
t = 5.000 ms: series 1.354 K, one term 1.354 K, network 1.354 K
tau from late network cooling = 2.231 ms
Bi = 10: beta = 1.4289, tau = 2.697 ms
Bi = 10, network: tau = 2.697 ms
both faces cold: tau = 0.558 ms
both faces cold, network: tau = 0.558 ms
```
